Highest pulse frequency in copper plating set by double-layer charging

**Problem**

Copper is plated from an acid sulfate bath with a pulsed current. Each period T contains one rectangular pulse of current density i_p and duration t_on, followed by an off-time at zero current. The duty is θ = t_on/T and the frequency is f = 1/T. At the start of each pulse part of the current charges the double layer instead of depositing copper. Estimate the highest frequency at which this charging takes no more than ten percent of the pulse duration.

Use these rough typical values: temperature 298 K, double-layer capacitance C = 50 µF/cm², exchange current density i₀ = 5 mA/cm², peak current density i_p = 0.50 A/cm², and θ = 0.10. Then find how the answer changes

(a) when the duty is changed at fixed mean current,
(b) when the ten percent refers to charge instead of time,
(c) when the main idealizations are relaxed.

**Solution**

**1. What has to be defined**

The deposition current approaches its plateau gradually, so charging has no sharp end. Let the charging time t_c be the time from switch-on until the deposition current reaches the fraction 1 − ε of i_p, with ε = 0.01. The requirement is then

t_c ≤ 0.1 t_on.

Since t_on = θ/f, this is the same as

f ≤ f_max = 0.1 θ/t_c.

The purpose of this requirement is that the deposition current keeps a nearly rectangular shape during the pulse. Whether such a shape improves the deposit is a separate question.

**2. Charge balance and kinetics**

Let η be the overpotential, counted positive when it drives deposition, and let i_F be the deposition (faradaic) current density, also positive for deposition. The supplied current either charges the interface or deposits metal:

C dη/dt = i_p − i_F(η).   (1)

This assumes a constant capacitance, a uniform electrode, no side reaction, and an ideal current source. With such a source the resistance of the bath raises the terminal voltage, but it does not enter equation (1).

Copper is taken to deposit in two one-electron steps, of which the first, Cu²⁺ + e⁻ → Cu⁺, is slow. With a symmetric barrier, its forward rate varies as exp(eη/2k_BT). Its backward rate has the barrier factor exp(−eη/2k_BT) and is also proportional to the amount of Cu⁺. The fast second step keeps Cu⁺ in equilibrium with the metal, so this amount varies as exp(−eη/k_BT). The two backward factors multiply, and

i_F = i₀ [exp(eη/2k_BT) − exp(−3eη/2k_BT)].   (2)

The current vanishes at η = 0, as it must at equilibrium.

**3. The charging time**

Suppose first that the interface has returned to η = 0 before each pulse; section 5 checks this. Separating the variables in (1) gives

t_c = ∫ C dη/(i_p − i_F),   (3)

taken from η = 0 to the overpotential at which i_F = (1 − ε)i_p.

When i_p ≫ i₀, the second exponential in (2) matters only close to η = 0. Dropping it leaves the Tafel law

i_F = i₀ exp(η/b),   b = 2k_BT/e.

Let u = i_F/i_p. Because i_F is exponential in η, du/dt = (u/b) dη/dt. Equation (1) gives dη/dt = (i_p/C)(1 − u), so

τ du/dt = u(1 − u),   τ = bC/i_p.   (4)

To integrate, write

1/[u(1 − u)] = 1/u + 1/(1 − u).

The integral of the right side is ln[u/(1 − u)]. Between the initial value u₀ and the final value 1 − ε this yields

t_c/τ = ln[(1 − ε)/ε] − ln[u₀/(1 − u₀)].

In the Tafel law η = 0 corresponds to u₀ = i₀/i_p, for which u₀/(1 − u₀) = 1/(i_p/i₀ − 1). Therefore

t_c = (bC/i_p) { ln(i_p/i₀ − 1) + ln[(1 − ε)/ε] }.   (5)

The error made by dropping the anodic term can be found from (3). Put x = exp(η/b) and J = i_p/i₀. Then dη = b dx/x and i_F = i₀(x − x⁻³), so the integrand in (3) becomes

τJ dx/[x(J − x + x⁻³)].

Subtracting the Tafel integrand, which lacks x⁻³, gives

−τJ x⁻⁴ dx/[(J − x)(J − x + x⁻³)].

The factor x⁻⁴ confines the main contribution to x near 1, where both brackets are close to J. To leading order the correction is

−(τ/J) ∫₁^∞ x⁻⁴ dx = −τ/(3J).

For J = 100 this is −0.0033τ. Quadrature of (3) with the full kinetics gives −0.0034τ, so (5) is ample for this estimate.

**4. Meaning of the formula, and the opposite limit**

For i_p ≫ i₀ and ε ≪ 1, replace i_p/i₀ − 1 by i_p/i₀ and 1 − ε by 1. The plateau overpotential, at which i_F = i_p, is η_p ≈ b ln(i_p/i₀). Hence

t_c ≈ (C/i_p) [η_p + b ln(1/ε)].   (6)

The first term is the time in which the whole supplied current would charge the interface to η_p. The second comes from the end of the process. Close to the plateau, v = 1 − u obeys dv/dt ≈ −v/τ, so each reduction of the remaining deficit by a factor of 2.718 costs a time τ. The choice of ε therefore matters, but logarithmically.

The opposite limit, i_p ≪ i₀, has no Tafel range. Expanding both exponentials in (2) to first order gives

i_F ≈ i₀ (1/2 + 3/2) eη/k_BT = 2e i₀η/k_BT.

Equation (1) is then that of a capacitor in parallel with a constant resistance. The deficit v decays as exp(−t/τ_r), with

τ_r = C k_BT/(2e i₀),   (7)

and t_c = τ_r ln(1/ε). In this limit a larger peak current no longer shortens charging, because the interface must be charged to a proportionally larger overpotential.

**5. The off-time**

During the off-time the external current is zero, and the double layer discharges by depositing copper: C dη/dt = −i_F. In the Tafel range the steps that led to (4) now give

τ du/dt = −u².

Since d(1/u)/dt = −(1/u²) du/dt = 1/τ, a discharge that begins at u = 1 follows

u = 1/(1 + t/τ).   (8)

This is a slow, algebraic tail. Nearer to equilibrium the linear law takes over, and η decays exponentially with the time τ_r of (7). Full recovery requires an off-time of several τ_r.

**6. Numbers**

With k_BT/e = 25.69 mV, b is 51.39 mV, and

τ = (0.05139 V)(50×10⁻⁶ F/cm²)/(0.50 A/cm²) = 5.14 µs.

Here i_p/i₀ = 100 and ε = 0.01, so both logarithms in (5) equal ln 99 = 4.595:

t_c = 5.14 µs × 9.19 = 47.2 µs.

The two terms in (6) are equal as well, at 236.6 mV each. This follows from the chosen numbers, i_p/i₀ = 1/ε, and has no deeper cause.

The shortest acceptable pulse is ten times longer, 472 µs. The period is 472 µs/0.10 = 4.72 ms, and

**f_max ≈ 210 Hz.**

With the looser definition ε = 0.05, the second logarithm falls to ln 19 = 2.944. The charging time becomes 38.7 µs and the limit rises to about 260 Hz. The answer thus carries an uncertainty of some tens of percent from the meaning of "charged" alone.

The assumed recovery can now be checked. Equation (7) gives

τ_r = (50×10⁻⁶ F/cm²)(0.02569 V)/(2 × 0.005 A/cm²) = 128 µs.

The off-time at f_max is 4.25 ms, or 33τ_r, so each pulse does start from equilibrium. Discharge is slower than charging: by (8) the deposition current falls to 5 % of its peak after 19τ, about 98 µs.

**7. Could a higher frequency be allowed again?**

At higher frequency the double layer may keep some charge between pulses, which shortens the next charging. It must be shown that this does not open a second allowed range.

In the periodic state η returns to its initial value after each period. Integrating the charge balance over one period therefore gives

∫ i_F dt = i_p t_on.   (9)

Dividing by i_pT shows that the mean of u over a period is θ = 0.1. Since u rises during the pulse and falls during the off-time, its value at the start of the pulse is its minimum, which cannot exceed the mean. Each pulse therefore starts at u ≤ 0.1 and must at least climb from 0.1 to 0.99. In the Tafel range, (4) gives for this climb

τ(ln 99 + ln 9) = 6.79τ = 34.9 µs.

An allowed pulse must then last at least 349 µs, which rules out every frequency above about 290 Hz. At 290 Hz and below, the off-time is at least 3.1 ms, or 24τ_r. The interface recovers, the charging time is again 47.2 µs, and the limit of 210 Hz applies. There is no second range for these parameters.

Direct integration of (1) and (2) over repeated pulses agrees. The ratio t_c/t_on is 0.100 at f_max, 0.200 at 2f_max and 0.788 at 8f_max. At 16f_max the deposition current no longer reaches 99 % of the peak.

**8. Part (a): changing the duty at fixed mean current**

The mean current density i_m = θi_p sets the average plating rate. Substituting (5) into f_max = 0.1θ/t_c gives

f_max = 0.1 i_m / ( bC { ln(i_p/i₀ − 1) + ln[(1 − ε)/ε] } ).   (10)

At fixed i_m the peak current enters only through a logarithm. A smaller duty shortens the pulse at a given frequency, but the larger peak current charges the interface faster, and the two effects nearly cancel. For i_m = 50 mA/cm², with C and i₀ held fixed, quadrature of (3) with the full kinetics gives the values below; equation (10) reproduces them within 1 Hz:

| Duty | Peak (A/cm²) | t_c (µs) | f_max (Hz) |
|---|---|---|---|
| 0.1 | 0.50 | 47 | 212 |
| 0.2 | 0.25 | 87 | 229 |
| 0.5 | 0.10 | 193 | 259 |

The peak changes by a factor of five and the frequency limit by 22 %. In this regime a larger mean current or a smaller capacitance raises the limit much more. The mean current, however, must stay below the limiting current set by copper transport (section 10). Equation (10) needs i_p ≫ i₀ and an off-time of several τ_r, so it cannot be carried to a duty close to one.

**9. Part (b): ten percent of the charge**

Suppose the pulse is long enough to reach the plateau and starts from equilibrium. Integrating (1) over the pulse shows that the charge stored in the double layer is Cη_p. Its share of the pulse charge is

Cη_p/(i_p t_on).

In the example Cη_p/i_p = 23.7 µs, so at f_max the share is 23.7/472 = 5.0 %. Half of the charging time, as defined above, is thus not lost to charging: deposition is already under way while the interface approaches its plateau.

If the stored charge itself may be ten percent, the pulse can be as short as 237 µs, and

f_Q = 0.1 θ i_p/(Cη_p) ≈ 420 Hz.

The time criterion asks for a well-shaped pulse, the charge criterion for a small capacitive share. The first is the stricter one here by a factor of two.

Neither criterion measures a loss of metal. By (9), the deposition charge per period equals the supplied charge, because what is stored during the pulse deposits copper during the off-time. In this model, which has no side reaction, charging smears the pulse without lowering the current efficiency.

**10. Part (c): what the ideal model leaves out**

In each case below one assumption is changed while the duty stays at 0.1 and the other parameters are held fixed.

*Copper depletion.* Take a copper concentration c = 0.8 mol/L, a diffusion coefficient D = 5×10⁻⁶ cm²/s and a diffusion layer δ = 50 µm, with transport by diffusion alone. A linear concentration profile that reaches zero at the surface carries the limiting current 2FcD/δ = 154 mA/cm², where F is the Faraday constant. The mean current of 50 mA/cm² therefore lowers the surface concentration by 32 %.

Each pulse adds a further drop. An amount of copper removed per unit area at the surface leaves there, after a time t, a concentration deficit equal to that amount divided by √(πDt). The pulse removes i_p/2F per unit area and time, and the integral of 1/√t is 2√t, so the added drop is

Δc = (i_p/2F) × 2√[t_on/(πD)].

This is 3.6 % of the bulk concentration for the 472 µs pulse. Adding both drops leaves a fraction s = 0.64. This is a cautious value, because the mean depletion already contains part of the effect of the pulses.

The first term of (2) is now multiplied by s. The rest state satisfies sx = x⁻³, or x = s^(−1/4), so a pulse starts at u₀ = sx i₀/i_p = s^(3/4) i₀/i_p. With s held fixed during the pulse, the logarithm in (5) makes t_c grow by about (3/4)τ ln(1/s) = 1.7 µs. The further fall of the concentration while the interface charges is neglected here; it would lengthen t_c by about another microsecond.

*Finite current rise.* If the current rises linearly over 10 µs, the charge missing from the ideal pulse is i_p × 5 µs. Hardly any copper is deposited during the rise, so charging ends about 5 µs later.

*Capacitance and exchange current.* By (3), t_c is proportional to C. Adsorbed intermediates can store charge and act like added capacitance; a doubling represents this. Dissolved Cu⁺ also takes charge that (1) omits. If it stands at its equilibrium level near the surface, roughly c₁ = 0.7 mmol/L, the pulse reduces about 2Fc₁√(Dt_c/π) ≈ 1.2 µC/cm² of it while the interface charges. This is a tenth of Cη_p and lengthens t_c by about 3 µs; it is not included in the table below. A fivefold smaller i₀ raises the first logarithm in (5) from ln 99 to ln 499 and adds 8 µs.

*Roughness and uneven current.* A real surface area twice the nominal one doubles both C and i₀. Dividing (1) by two shows that this is the same as halving i_p. A spot that receives half the intended current is therefore in the same position. Such spots are to be expected on a large part: with a conductivity of 0.50 S/cm, the ohmic drop over 1 cm of bath is 1.0 V at the peak current. For a given cell geometry, the change of overpotential with current opposes such differences, but only weakly here. Halving the current lowers the overpotential by just b ln 2 = 36 mV, which is small against 1.0 V, so the kinetics do little to even out the current.

| Case | t_c (µs) | f_max (Hz) |
|---|---|---|
| Ideal model | 47 | 212 |
| Copper depletion | 49 | 204 |
| Current rise in 10 µs | 52 | 191 |
| i₀ five times smaller | 56 | 180 |
| Roughness factor 2 | 87 | 115 |
| Half the peak current | 87 | 115 |
| Capacitance doubled | 94 | 106 |

**11. Comparison with a real bath**

A capacitance of some tens of µF/cm² and an exchange current density of a few mA/cm² are reasonable rough values for copper in an acid sulfate bath. Both depend on the state of the surface and on organic additives, so they should be measured for the bath in use. The mean current of 50 mA/cm² is about a third of the limiting current found in section 10. The peak is about three times that limit, so it cannot be supplied continuously; by the drop formula of section 10 the surface would run out of copper after a few tenths of a second, far longer than the pulses considered here. Uniform current cannot be taken for granted on a large part, as the ohmic drop in section 10 shows. A place with half the peak current lowers the limit to 115 Hz, and if the effective capacitance is also doubled, the proportionality to C lowers it to about 57 Hz.

For a smooth, evenly supplied electrode with the stated values, the estimate is about 200 Hz. For a rough or unevenly supplied part, 100 Hz or less is the safer figure under the same ten percent rule. The numerical output below gives the underlying values.

Calculated quantities

```
temperature: 298.15 K
capacitance: 50 uF/cm2
exchange current density: 5.0 mA/cm2
peak current density: 0.50 A/cm2
mean current density: 50 mA/cm2
duty: 0.10; eps: 0.01; allowed share: 0.10
thermal voltage kT/e: 25.69 mV
Tafel slope b (per e-fold): 51.39 mV
plateau overpotential: 236.6 mV
approach term b ln(1/eps): 236.6 mV
time scale tau: 5.139 us
charging time, closed form: 47.22 us
charging time, full kinetics: 47.21 us
charging time, simple form: 47.33 us
anodic correction / tau: -0.00342
shortest pulse: 472.2 us
highest frequency f_max: 211.8 Hz
off-time at f_max: 4.25 ms
fall to 5 % of peak: 97.5 us
relaxation time near rest: 128.5 us
capacitive charge share at f_max: 5.01 %
faradaic/supplied charge per period: 1.000000
frequency for 10 % charge share: 422.6 Hz
f/f_max 0.5: charging time/pulse = 0.050
f/f_max 1: charging time/pulse = 0.100
f/f_max 2: charging time/pulse = 0.200
f/f_max 4: charging time/pulse = 0.400
f/f_max 8: charging time/pulse = 0.788
f/f_max 16: charging time/pulse = not reached
f/f_max 64: charging time/pulse = not reached
duty 0.1, peak 0.50 A/cm2: f_max = 211.8 Hz
duty 0.2, peak 0.25 A/cm2: f_max = 229.5 Hz
duty 0.5, peak 0.10 A/cm2: f_max = 258.8 Hz
copper: 0.8 mol/L; D: 5.0e-06 cm2/s
diffusion layer: 50 um
limiting mean current: 154.4 mA/cm2
mean depletion: 32.4 %
extra depletion in one pulse: 3.55 %
cautious surface/bulk concentration: 0.641
conductivity: 0.50 S/cm
ohmic drop over 1 cm: 1.00 V
copper depletion: t_c 48.9 us, f_max 204 Hz
10 us current rise: t_c 52.2 us, f_max 191 Hz
capacitance doubled: t_c 94.4 us, f_max 106 Hz
i0 five times smaller: t_c 55.5 us, f_max 180 Hz
roughness factor 2: t_c 87.1 us, f_max 115 Hz
spot at half peak current: t_c 87.1 us, f_max 115 Hz
```
